Central-line recovery after selective inversion of a spin-3/2 nucleus

**Problem**

A nucleus with spin I = 3/2 and gyromagnetic ratio γ > 0 sits in a static field B along z. A weaker quadrupole interaction, kept to first order, leaves the states |m⟩ as eigenstates but splits the resonance into three lines: a central line (+1/2 ↔ −1/2) and two satellites (±3/2 ↔ ±1/2). The nucleus relaxes through a small fluctuating magnetic field. Its x and y components are independent, have zero mean and variance h² each, and lose their correlation as exp(−|s|/τc) over a time s.

At t = 0 a short radio-frequency (rf) pulse inverts the central line and leaves the outer levels untouched. Ignore any coherences this pulse leaves behind. After a delay t a selective π/2 pulse reads the central line. Its signal M(t) is proportional to the population difference between m = +1/2 and m = −1/2; M0 is the equilibrium signal.

(a) Estimate how fast the central line recovers.

(b) Solve the master equation for the populations and find M(t)/M0 in terms of T1, the decay time of the deviation of ⟨Iz⟩ from equilibrium.

Use these model parameters: γ/2π = 10 MHz/T, B = 10 T, temperature 300 K, satellites 1 MHz from the central line, h = 10 mT, τc = 10 ps, and an rf amplitude of 10 kHz.

**First estimate by scaling**

Provided the Larmor precession angle γBτc is small (here 0.0063), during one correlation time the fluctuating field turns the spin by an angle of about γhτc. Successive turns are independent, so their squares add. With 1/τc turns per unit time, the transition rate has the scale

W ≈ (γhτc)²/τc = γ²h²τc.

Here γh = 6.28 × 10⁵ rad/s, so W ≈ (6.28 × 10⁵)² × 10⁻¹¹ ≈ 3.9 s⁻¹.

Each transition m ↔ m−1 carries a further factor, the squared matrix element

A² = |⟨m−1|I₋|m⟩|² = I(I+1) − m(m−1).

For m = 3/2, 1/2, −1/2 this gives 15/4 − 3/4 = 3, 15/4 + 1/4 = 4 and 15/4 − 3/4 = 3.

Let the pulse leave an excess δ in the level −1/2 and a deficit δ in +1/2, so that the central difference is off by 2δ. The direct transition moves population at the rate 4W·2δ = 8Wδ. The excess also leaks to −3/2 at the rate 3Wδ, and the deficit is filled from +3/2 at the same rate. Each deviation δ therefore shrinks initially at 8Wδ + 3Wδ = 11Wδ. If this rate persisted, the recovery time would be

1/(11W) ≈ 23 ms,

and the inverted signal would pass through zero after ln 2 × 23 ms ≈ 16 ms. The weak point is the assumption that the rate persists: the outer levels do not stay at equilibrium while they exchange population with the inner ones.

**Exact solution of the master equation**

*Transition rate.* The perturbation divided by ħ is −γ(hx Ix + hy Iy). With Ix = (I₊ + I₋)/2 and Iy = (I₊ − I₋)/(2i), its element from m to m−1 is −(γA/2)(hx + i hy). A longitudinal component hz multiplies Iz, which is diagonal, and so moves no population. To first order in the perturbation, the mean transition probability after time t is

P = (γ²A²/4) ∫₀ᵗ dt′ ∫₀ᵗ dt″ exp[iω(t′−t″)] · 2h² exp(−|t′−t″|/τc).

Here ω is the angular frequency of the transition, close to γB. The factor 2h² is the sum of the two variances; the cross terms vanish because the components are independent. For t ≫ τc the double integral becomes t times an integral over s = t′−t″,

∫ exp(iωs − |s|/τc) ds = 2τc/(1 + ω²τc²),

taken over all s. Hence P = W A² t, with

W = γ²h²τc/(1 + ω²τc²).

This requires Wτc ≪ 1, so that P is still small when t ≫ τc. The same W serves all three lines if the spectral density hardly changes across the splitting. Here ωτc = 0.0063, so that condition holds.

*Linear equations.* Write each population as its equilibrium value plus a deviation, and number the deviations d₁ to d₄ for m = 3/2, 1/2, −1/2, −3/2. At equilibrium the net flow between any two levels is zero, so only the deviations drive a flow. Upward and downward rates differ by a relative amount of order ħω/kT = 1.6 × 10⁻⁵, which is neglected. The net downward flows in this list are then 3W(d₁−d₂), 4W(d₂−d₃) and 3W(d₃−d₄), and

d₁′ = −3W(d₁−d₂)

d₂′ = 3W(d₁−d₂) − 4W(d₂−d₃)

d₃′ = 4W(d₂−d₃) − 3W(d₃−d₄)

d₄′ = 3W(d₃−d₄).

*Meaning of T1.* Every downward step lowers m by one, so the deviation Z = Σ m d of ⟨Iz⟩ changes by minus the sum of the three flows:

Z′ = −W[3(d₁−d₂) + 4(d₂−d₃) + 3(d₃−d₄)] = −W(3d₁ + d₂ − d₃ − 3d₄).

Since Z = (3d₁ + d₂ − d₃ − 3d₄)/2, this is Z′ = −2WZ. Thus ⟨Iz⟩ relaxes with a single exponential for any initial populations, and

1/T1 = 2W.

*Initial condition.* Choose the unit of population so that the equilibrium central difference is 1. Inversion exchanges the two inner populations: +1/2 loses one unit and −1/2 gains one. Therefore d(0) = (0, −1, 1, 0). The equilibrium populations of the outer levels do not enter.

*Reduction to two variables.* Adding the equations in pairs gives

(d₁+d₄)′ = −3W[(d₁+d₄) − (d₂+d₃)]

(d₂+d₃)′ = +3W[(d₁+d₄) − (d₂+d₃)].

Both sums start at zero and so remain zero. We may set d = (u, v, −v, −u), which leaves

u′ = −3Wu + 3Wv

v′ = 3W(u−v) − 8Wv = 3Wu − 11Wv.

The coefficient 11W is the one found in the estimate; the term 3Wu is what the estimate ignored.

*Modes.* A solution proportional to exp(−λWt) requires

(3−λ)(11−λ) − 9 = λ² − 14λ + 24 = (λ−2)(λ−12) = 0.

For λ = 2 the first equation gives −2u = −3u + 3v, so u = 3v and the mode is (u, v) = (3, 1). For λ = 12 it gives −12u = −3u + 3v, so v = −3u and the mode is (1, −3).

The initial vector (0, −1) = a(3, 1) + b(1, −3) requires 3a + b = 0 and a − 3b = −1. Inserting b = −3a gives 10a = −1, so a = −0.1 and b = 0.3. Therefore

v(t) = −0.1 exp(−2Wt) − 0.9 exp(−12Wt).

The central difference is 1 + d₂ − d₃ = 1 + 2v. With 2W = 1/T1,

M(t)/M0 = 1 − 2f(t),

f(t) = 0.1 exp(−t/T1) + 0.9 exp(−6t/T1).

The two-exponential function f is the deviation from equilibrium, normalized to 1 at t = 0. The magnetization itself starts at −M0 and ends at +M0.

*Physical meaning of the weights.* The slow mode has populations proportional to m: it is a deviation of ⟨Iz⟩. The fast mode (1, −3, 3, −1) has Σ m d = 0 and carries no ⟨Iz⟩. Selective inversion reverses the central difference but lowers ⟨Iz⟩ by only one fifth of its equilibrium value (Z = −1 against Σ m² = 5 in these units), and most of the central deviation decays through the fast mode.

**Comparison of estimate and solution**

For the model nucleus,

W = 3.948 s⁻¹, 1/T1 = 7.895 s⁻¹, T1 = 126.7 ms.

Between the two inner states Ix has matrix element √4/2 = 1, twice that of a spin 1/2, so the central line nutates at twice the rf amplitude. A π pulse lasts 1/(2 × 2 × 10 kHz) = 25 µs, far shorter than T1.

In terms of T1 the estimate reads f ≈ exp(−11Wt) = exp(−5.5 t/T1). The solution has the same initial slope, since 0.1 × 1 + 0.9 × 6 = 5.5. The two then separate:

t/T1 = 0.1: solution 0.584, estimate 0.577

t/T1 = 0.2: solution 0.353, estimate 0.333

t/T1 = 0.5: solution 0.105, estimate 0.064

t/T1 = 1: solution 0.039, estimate 0.004

The estimate is never above the solution. The function f is a weighted mean of two exponentials, and because the exponential is convex, such a mean is at least the exponential of the mean exponent, −5.5 t/T1.

The signal crosses zero where f = 1/2. The solution gives t = 0.130 T1 = 16.5 ms, close to the estimated 16 ms. The estimate works here because the fast term still dominates. The two terms become equal when exp(5t/T1) = 9, that is at t = (ln 9/5) T1 = 0.439 T1 = 55.7 ms, where f = 0.129. Beyond that time the slow term is the larger one, and at t = T1 the estimated deviation f is too small by a factor of nearly ten (0.004 against 0.039).

The difference matters for measuring T1. If the zero crossing were read as that of a single exponential, 1 − 2 exp(−t/T), it would give T = 16.48 ms/ln 2 = 23.8 ms, which is too short by a factor of 5.3.

The rates 1/T1 and 6/T1 belong to the relaxation matrix, but the weights belong to the preparation. Two other preparations show this.

- **All three lines inverted.** To leading order the equilibrium populations, measured from their mean, are proportional to m. Reversing them gives d ∝ (3, 1, −1, −3), the slow mode alone, and f = exp(−t/T1).
- **Central line saturated for much longer than T1.** The rf must be weak enough to act on the inner levels alone. On resonance with the central line it also couples +3/2 to −3/2 through a three-quantum process, which splits these levels by 1.5 ν₁³/ν_Q² (ν₁ the rf amplitude, ν_Q the satellite offset). At 10 kHz this is 1.5 Hz, or 9.4 rad/s, comparable with W, and over a long irradiation it changes the slow and fast weights to about 0.63 and 0.37 (for a fluctuating field without a z component; a z component of the same variance gives 0.48 and 0.52). These values need the three-quantum transition to be resonant with the rf to well within a hertz, as it is in the strictly first-order model. An rf offset of 5 Hz brings the weights to 0.41 and 0.59. The second-order quadrupole shift detunes this transition by about 18 Hz for an axial field gradient tilted 1° from B, and by 9 to 28 kHz at tilts of 20°, 30° and 90°, which removes the effect almost entirely. At 1 kHz the splitting is a thousand times smaller and negligible. For such weak rf the equation for u still holds, and a steady state needs u = v. Solving (1, 1) = a(3, 1) + b(1, −3) gives a = 0.4 and b = −0.2. The normalized deviation after the rf is switched off is 0.4 exp(−t/T1) + 0.6 exp(−6t/T1).

The weights 0.1 and 0.9 therefore require a pulse that is short compared with T1 and selective. With the rf amplitude used here, a simulation of both pulses, with relaxation during the pulses left out, shows a largest departure from the formula of about 0.001 M0 at the sampled delays. The omitted relaxation is of similar order, 11W × 25 µs ≈ 0.001; including it during both pulses raises the largest departure to about 0.003 M0.

The result also fails if the relaxation matrix changes. Fluctuating electric field gradients would add transitions with other matrix elements, including |Δm| = 2. The equations solved here also fail if nuclei exchange population with neighbours whose populations differ from their own, or if the spectral density differs appreciably between the three lines. The numerical check that follows tests the rate W separately, against averages over random telegraph fields at ωτc = 1 and 2.

Values computed for the example and the checks

```
Squared matrix elements of I-: [3. 4. 3.]
Mode decay rates / W: [ 0.  2.  6. 12.]
Weights at rates 2W, 12W: 0.1000, 0.9000
Initial slope of f, times T1: -5.5000
gamma/2pi = 10.0 MHz/T, field = 10.0 T
Larmor frequency = 100.0 MHz
Satellite offset = 1.0 MHz
rf amplitude = 10.0 kHz
Temperature = 300 K
h*nu/(k*T) = 1.600e-05
rms field per component = 10.0 mT
Correlation time = 10.0 ps
omega*tau = 0.00628
gamma*h_rms = 6.2832e+05 rad/s
W = 3.9477 1/s
1/T1 = 7.8954 1/s
T1 = 126.66 ms
Inversion pulse length = 25.00 us
Differences after pulse (equilibrium 1, 1, 1): [ 1.9997 -0.9999  1.9997]
Recovery: t/T1, t in ms, f, M/M0 (master equation)
  0.00     0.00   1.0000  -1.0000
  0.05     6.33   0.7619  -0.5237
  0.10    12.67   0.5844  -0.1688
  0.20    25.33   0.3529   0.2941
  0.50    63.33   0.1055   0.7891
  1.00   126.66   0.0390   0.9220
  2.00   253.31   0.0135   0.9729
  3.00   379.97   0.0050   0.9900
Zero crossing: t/T1 = 0.1301, t = 16.48 ms
False T1 from zero crossing = 23.78 ms
True T1 / false T1 = 5.326
Equal fast and slow terms: t/T1 = 0.4394
Same time = 55.66 ms
f at that time = 0.1289
Differences under long saturation: [1. 0. 1.]
Long-saturation weights: 0.4000, 0.6000
Max error in f, master equation: 5.4e-15
Max error in f, telegraph noise, omega*tau=1: 4.1e-05
Max error in f, telegraph noise, omega*tau=2: 7.3e-05
Max error in M/M0, finite rf pulses: 1.2e-03
Max error in f, Boltzmann rates: 8.1e-09
```
